# The j_eff = 1/2 doublet of t2g^5 and its g tensor

## What symmetry fixes

A $t_{2g}^5$ ion has an odd number of electrons, so without a magnetic field its levels are at least doubly degenerate (Kramers). Take an isolated ground doublet and let $\mu_B\mathbf B\cdot\mathbf M$ be the Zeeman energy. Time reversal changes the sign of $\mathbf M$, so within the doublet each $M_a$ is a traceless Hermitian $2\times2$ matrix:

$$M_a=\tfrac12\sum_b G_{ab}\,\sigma_b ,\qquad a,b=x,y,z .$$

The doublet transforms under the rotations of the octahedron as a spin one-half, up to signs that cancel in $\sigma_b$. Hence $\boldsymbol\sigma$ is a vector, like $\mathbf M$, and $G$ must commute with all these rotations. Since they act irreducibly on vectors, $G=g\,\mathbb 1$. A cubic field therefore gives an isotropic $g$. If only the tetragonal rotations remain, the fourfold axis along $z$ and the twofold axis along $x$ leave $G=\mathrm{diag}(g_\perp,g_\perp,g_\parallel)$.

Dimensions restrict the answer further. If the only energies that shape the doublet are a spin-orbit constant $\zeta$ and a tetragonal splitting $\Delta$, then $g_\parallel$ and $g_\perp$ depend on them through $x=\Delta/\zeta$ alone. What remains is to find two functions of $x$.

## Assumptions and theorem

1. Five electrons occupy the orbitals $yz,xz,xy$; the $e_g$ orbitals are so high that their admixture is neglected.
2. The one-electron Hamiltonian is $H=\zeta\,\mathbf L\cdot\mathbf S+\Delta\,|xy\rangle\langle xy|$, with $\zeta>0$ and $\Delta=E(xy)-E(xz,yz)$. Angular momenta are in units of $\hbar$.
3. The repulsion has the cubic Kanamori form, with intra-orbital energy $U$, exchange $J$ and inter-orbital energy $U'=U-2J$.
4. $\mathbf M=k\mathbf L+g_s\mathbf S$. The factor $k\le1$ describes the reduction of the orbital moment by covalency. The magnetic moment is $-\mu_B\mathbf M$. The field is weak: $\mu_BB$ is small compared with the distance to the next level.

**Theorem.** For $\Delta=0$ the ground doublet has $j_{\rm eff}=1/2$ and

$$g=-\frac{4k+g_s}{3}.$$

For $k=1$, $g_s=2$ this is $g=-2$, so $|g|=2$ in every direction, and two thirds of the moment is orbital. For any $\Delta$, with

$$R=\sqrt{x^2-x+\tfrac94},\qquad \cos2\theta=\frac{x-\frac12}{R},\qquad \sin2\theta=\frac{\sqrt2}{R},$$

the components are

$$g_\parallel=g_s\cos2\theta-2k\sin^2\theta,\qquad g_\perp=-\sqrt2\,k\sin2\theta-g_s\cos^2\theta. \tag{1}$$

For $k=1$, $g_s=2$ they become

$$g_\parallel=-1+\frac{3(x-\frac12)}{R},\qquad g_\perp=-1-\frac{x+\frac32}{R}. \tag{2}$$

**Remark on signs.** A rotation of the pseudospin by $\pi$ about its $z$ axis reverses $\sigma_x$ and $\sigma_y$, and with them the signs of $g_x$ and $g_y$. The product $g_xg_yg_z=-4i\,\mathrm{Tr}(M_xM_yM_z)$ does not depend on the basis. The signs in (1) belong to a basis that joins continuously to the standard $j=1/2$ basis at $\Delta=0$.

## Lemma 1: the orbital moment is reversed

*Within $t_{2g}$, $\mathbf L$ acts as $-\mathbf l$, where $\mathbf l$ is an angular momentum with $l=1$.*

*Proof.* Apply $\mathbf L=-i\,\mathbf r\times\nabla$ to the angular functions:

$$\begin{aligned}
L_x(xy)&=i\,xz, & L_x(xz)&=-i\,xy, & L_x(yz)&=-i(y^2-z^2),\\
L_y(yz)&=i\,xy, & L_y(xy)&=-i\,yz, & L_y(xz)&=-i(z^2-x^2),\\
L_z(xz)&=i\,yz, & L_z(yz)&=-i\,xz, & L_z(xy)&=-i(x^2-y^2).
\end{aligned}$$

The last column lies in $e_g$ and is dropped. On the $p$ functions the same operators give

$$L_xy=iz,\; L_xz=-iy,\quad L_yz=ix,\; L_yx=-iz,\quad L_zx=iy,\; L_zy=-ix,$$

and $L_xx=L_yy=L_zz=0$. With the correspondence $yz\to x$, $xz\to y$, $xy\to z$, each $t_{2g}$ element is minus the $p$ element. ∎

The eigenstates of $l_z$ are therefore

$$|0\rangle=xy,\qquad |{\pm1}\rangle=\mp\frac{yz\pm i\,xz}{\sqrt2},$$

and the true $L_z$ has the opposite eigenvalue. The spin is unchanged; write $\mathbf s=\mathbf S$.

## Lemma 2: one electron decides

*The ground doublet of $t_{2g}^5$ has the $\mathbf M$ matrices of the highest one-electron Kramers pair.*

*Proof.* In $t_{2g}^5$ two orbitals are doubly occupied and one singly. Pair hopping needs an empty orbital, and spin exchange needs two singly occupied ones, so neither acts. The diagonal repulsion contains two intra-orbital pairs, four inter-orbital pairs with opposite spins and four with equal spins:

$$2U+4U'+4(U'-J)=2U+8(U-2J)-4J=10U-20J .$$

This is the same for all six states, so repulsion only shifts the energy. The one-electron part is lowest when the missing electron is missing from the highest pair. The two lower pairs are then full. They contribute the trace of $\mathbf M$ over each pair, which is zero because $\mathbf M$ is odd under time reversal. The fifth electron supplies the whole matrix. ∎

## Proof for the cubic field

By Lemma 1, $H=-\zeta\,\mathbf l\cdot\mathbf s$. With $\mathbf j=\mathbf l+\mathbf s$,

$$\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-2-\tfrac34\right]=
\begin{cases}+\tfrac12,& j=\tfrac32,\\ -1,& j=\tfrac12.\end{cases}$$

The quartet lies at $-\zeta/2$ and the doublet at $+\zeta$. Four electrons fill the quartet and the fifth enters the $j=1/2$ doublet. The reversal of $\mathbf L$ is what puts the doublet on top.

Within a multiplet of fixed $j$, a vector operator $\mathbf V$ acts as $\mathbf j\,\langle\mathbf V\cdot\mathbf j\rangle/[j(j+1)]$ (projection theorem). Here $j(j+1)=3/4$ and

$$\mathbf l\cdot\mathbf j=\mathbf l^2+\mathbf l\cdot\mathbf s=2-1=1,\qquad
\mathbf s\cdot\mathbf j=\mathbf s^2+\mathbf l\cdot\mathbf s=\tfrac34-1=-\tfrac14 ,$$

so $\mathbf l\to\frac43\mathbf j$ and $\mathbf s\to-\frac13\mathbf j$. Therefore

$$\mathbf M=-k\,\mathbf l+g_s\mathbf s\;\to\;-\frac{4k+g_s}{3}\,\mathbf j .$$

Since $\mathbf j=\boldsymbol\sigma/2$, the coefficient of $\mathbf j$ is $g$. For $k=1$, $g_s=2$ the orbital part is $-\frac43\mathbf j$ and the spin part is $-\frac23\mathbf j$. They add, and the orbital share is $\frac43/2=\frac23$. ∎

The magnitude equals that of a free spin, but the moment is made differently, and the product $g_xg_yg_z=-8$ has the opposite sign to the $+8$ of a free spin.

## Proof for the tetragonal field

**The doublet.** Write $\mathbf l\cdot\mathbf s=l_zs_z+\frac12(l_+s_-+l_-s_+)$. The total $m_j$ is conserved, so $|0{\uparrow}\rangle$ couples only to $|1{\downarrow}\rangle$. The diagonal values of $-\zeta l_zs_z$ are $0$ and $+\zeta/2$. Since $l_+|0\rangle=\sqrt2\,|1\rangle$, the coupling is $-\zeta\cdot\frac12\cdot\sqrt2=-\zeta/\sqrt2$. The block is

$$\begin{pmatrix}\Delta&-\zeta/\sqrt2\\-\zeta/\sqrt2&\zeta/2\end{pmatrix}
=\frac{\Delta+\zeta/2}{2}\,\mathbb 1+\frac{\zeta R}{2}\begin{pmatrix}\cos2\theta&-\sin2\theta\\-\sin2\theta&-\cos2\theta\end{pmatrix}.$$

The second form holds if $\zeta R\cos2\theta=\Delta-\zeta/2$ and $\zeta R\sin2\theta=\sqrt2\,\zeta$. Squaring and adding gives $R^2=(x-\frac12)^2+2=x^2-x+\frac94$, as stated. The last matrix maps $(\cos\theta,-\sin\theta)$ to

$$(\cos2\theta\cos\theta+\sin2\theta\sin\theta,\;-\sin2\theta\cos\theta+\cos2\theta\sin\theta)=(\cos\theta,-\sin\theta),$$

so this vector has the upper eigenvalue. With $c=\cos\theta$ and $s=\sin\theta$,

$$|+\rangle=c\,|0{\uparrow}\rangle-s\,|1{\downarrow}\rangle,\qquad E_\pm=\frac\zeta2\left(x+\tfrac12\pm R\right).$$

The remaining state with $m_j>0$, $|1{\uparrow}\rangle$, has energy $-\zeta/2$. The upper eigenvalue of a Hermitian block is at least its largest diagonal element, so $E_+\ge\zeta/2$. The pair at $E_+$ is the highest for every $\Delta$, and Lemma 2 applies to it.

Time reversal conjugates the coefficients of the real orbitals and sends ${\uparrow}\to{\downarrow}$, ${\downarrow}\to-{\uparrow}$. With an overall sign chosen, the partner is

$$|-\rangle=-c\,|0{\downarrow}\rangle+s\,|{-1}{\uparrow}\rangle .$$

At $\Delta=0$, $\cos2\theta=-\frac13$, so $c=1/\sqrt3$ and $s=\sqrt{2/3}$. In real orbitals,

$$|+\rangle=\frac{xy{\uparrow}+yz{\downarrow}+i\,xz{\downarrow}}{\sqrt3},\qquad
|-\rangle=\frac{-xy{\downarrow}+yz{\uparrow}-i\,xz{\uparrow}}{\sqrt3}.$$

The phase is the standard one, because there

$$j_-|+\rangle=\sqrt2\,c\,|{-1}{\uparrow}\rangle+(c-\sqrt2\,s)|0{\downarrow}\rangle=\sqrt{\tfrac23}\,|{-1}{\uparrow}\rangle-\tfrac1{\sqrt3}|0{\downarrow}\rangle=|-\rangle .$$

**Parallel component.** From $M_z=g_\parallel\sigma_z/2$,

$$g_\parallel=2\langle+|M_z|+\rangle=2\left[c^2\frac{g_s}2+s^2\left(-k-\frac{g_s}2\right)\right]=g_s\cos2\theta-2k\sin^2\theta .$$

**Perpendicular component.** From $M_x=g_\perp\sigma_x/2$, $g_\perp=2\langle+|M_x|-\rangle$. The two operators give

$$l_x|-\rangle=-\frac{c}{\sqrt2}\left(|1{\downarrow}\rangle+|{-1}{\downarrow}\rangle\right)+\frac{s}{\sqrt2}|0{\uparrow}\rangle,\qquad
s_x|-\rangle=-\frac c2|0{\uparrow}\rangle+\frac s2|{-1}{\downarrow}\rangle .$$

The overlaps with $|+\rangle$ are $\langle+|l_x|-\rangle=\sqrt2\,cs=\sin2\theta/\sqrt2$ and $\langle+|s_x|-\rangle=-c^2/2$. Hence

$$g_\perp=2\left[-\frac{k\sin2\theta}{\sqrt2}-\frac{g_sc^2}{2}\right]=-\sqrt2\,k\sin2\theta-g_s\cos^2\theta .$$

This proves (1). For $k=1$, $g_s=2$, use $2\sin^2\theta=1-\cos2\theta$ and $2\cos^2\theta=1+\cos2\theta$. Then $g_\parallel=3\cos2\theta-1$ and $g_\perp=-2/R-1-(x-\frac12)/R$, which is (2). ∎

For a field at angle $\vartheta$ to $z$, the Zeeman matrix is $\frac12\mu_BB(g_\parallel\cos\vartheta\,\sigma_z+g_\perp\sin\vartheta\,\sigma_x)$, up to a rotation about $z$. The splitting is thus $\mu_BB\sqrt{g_\parallel^2\cos^2\vartheta+g_\perp^2\sin^2\vartheta}$.

## Limits and special points

Here $k=1$ and $g_s=2$.

**Weak splitting.** To first order, $1/R=\frac23(1-\frac49x)^{-1/2}\approx\frac23+\frac4{27}x$. Inserting this in (2),

$$g_\parallel\approx-2+\tfrac{16}9x,\qquad g_\perp\approx-2-\tfrac89x .$$

The mean $(g_\parallel+2g_\perp)/3$ stays at $-2$ to this order.

**Strong splitting.** For $\Delta\to+\infty$, $\theta\to0$ and the odd electron sits in $xy$. The orbital parts vanish and $|g|=2$ again, now from spin alone. For $\Delta\to-\infty$, $\theta\to\pi/2$ and the doublet is $|1{\downarrow}\rangle$, $|{-1}{\uparrow}\rangle$. In the first state $L_z=-1$ and $S_z=-\frac12$, so $g_\parallel=-4$, half of it orbital. Neither $l_x$ nor $s_x$ connects the two states, so $g_\perp=0$.

**Vanishing $g_\parallel$.** The condition $3(x-\frac12)=R$ gives $9(x-\frac12)^2=(x-\frac12)^2+2$. The positive root is $x-\frac12=\frac12$, so $\Delta=\zeta$. There $\cos2\theta=\frac13$, and the orbital part $-\frac23$ cancels the spin part $+\frac23$. Beyond this point $g_xg_yg_z$ is positive.

**Largest $|g_\perp|$.** Differentiation gives

$$\frac{d}{dx}\frac{x+\frac32}{R}=\frac{R^2-(x+\frac32)(x-\frac12)}{R^3}=\frac{3-2x}{R^3}.$$

The fraction rises from $-1$ at $x\to-\infty$ to its maximum at $x=\frac32$, where $R=\sqrt3$, and then falls towards $1$. Hence the maximum of $|g_\perp|$ is $1+\sqrt3\approx2.73$.

## Worked example

Take the round parameters $\zeta=400$ meV and $\Delta=0,\pm100$ meV, with $k=1$, $g_s=2$.

For $\Delta=+100$ meV, $x=0.25$ and $R=\sqrt{0.0625-0.25+2.25}=1.436$. Then $\cos2\theta=-0.25/1.436=-0.174$, and

$$g_\parallel=-1+3(-0.174)=-1.52,\qquad g_\perp=-1-\frac{1.75}{1.436}=-2.22 .$$

For $\Delta=-100$ meV, $R=\sqrt{0.0625+0.25+2.25}=1.6008$ and $\cos2\theta=-0.75/1.6008=-0.469$, so

$$g_\parallel=-1+3(-0.469)=-2.41,\qquad g_\perp=-1-\frac{1.25}{1.601}=-1.78 .$$

| $\Delta$ (meV) | $xy$ weight $\cos^2\theta$ | $g_\parallel$: orbital + spin | $g_\perp$: orbital + spin |
|---|---|---|---|
| 0 | 0.333 | −1.333 − 0.667 | −1.333 − 0.667 |
| +100 | 0.413 | −1.174 − 0.348 | −1.393 − 0.826 |
| −100 | 0.266 | −1.469 − 0.937 | −1.249 − 0.531 |

Raising $xy$ draws the odd electron into it. As long as $\Delta<\zeta$, this lowers the size of the moment along $z$. With $\Delta=+\zeta/4$ the size of $g_\parallel$ falls by 0.48, and with $\Delta=-\zeta/4$ it grows by 0.41; the linear formula gives 0.44 for both. The mean $g$ moves only to $-1.99$ for either sign of $\Delta$.

At $\Delta=0$ the excited levels lie $\frac32\zeta=600$ meV above the doublet. For $\Delta=+100$ meV they separate into $E_++\zeta/2=637$ meV and $E_+-E_-=\zeta R=574$ meV. In a field of 1 T the cubic doublet splits by 0.116 meV. For $\Delta=+100$ meV the splitting is 0.088 meV along $z$ and 0.128 meV along $x$. These are tiny beside the excitation energies, as the weak-field assumption requires.

## Where the result fails

**Covalency and the electron $g$ factor.** With $k=0.8$ the cubic value is $-(3.2+2)/3=-1.73$, and the orbital share falls to $3.2/5.2\approx0.62$. The free-electron $g_s$ changes $-2$ only to $-2.0008$.

**Finite $e_g$ gap.** Let $e_1=(x^2-y^2)/2$, which has the same norm as $xy$, and let $e_2=(2z^2-x^2-y^2)/(2\sqrt3)$. The dropped column of Lemma 1 reads

$$L_z(xy)=-2i\,e_1,\quad L_x(yz)=i\,e_1+i\sqrt3\,e_2,\quad L_y(xz)=i\,e_1-i\sqrt3\,e_2 .$$

Apply $\mathbf L\cdot\mathbf S$ to $|+\rangle=c\,xy{\uparrow}+\frac{s}{\sqrt2}(yz+i\,xz){\downarrow}$, with $S_x{\downarrow}=\frac12{\uparrow}$ and $S_y{\downarrow}=-\frac i2{\uparrow}$. The $e_2$ terms cancel, and the $e_g$ part is

$$-i\left(c-\frac{s}{\sqrt2}\right)e_1{\uparrow}.$$

It vanishes at $\Delta=0$, where $s=\sqrt2\,c$. For independent electrons the cubic doublet is thus free of $e_g$ admixture at finite gap, and $|g|=2$ survives as long as this pair holds the odd electron. The protection does not extend to the quartet, which mixes with $e_g$ and is pushed down: for $\zeta=400$ meV and a gap of 3000 meV the lowest excitation rises from 600 to 673 meV.

With tetragonal splitting the protection is lost. For a gap of 3000 meV and $\Delta=+100$ meV, with the two $e_g$ orbitals kept degenerate for simplicity, diagonalizing the full $d$ shell gives $|g_\parallel|=1.66$ and $|g_\perp|=2.16$. Relative to the $t_{2g}$ values 1.52 and 2.22, these are changes of about 9% and 3%. The last digit depends on the assumed degeneracy: moving $x^2-y^2$ up or down by 400 meV gives $|g_\parallel|=1.64$ or $1.68$ and $|g_\perp|=2.17$ or $2.15$. Numerical tests at much larger gaps confirm that the correction falls as the inverse of the gap. In this example formula (2) is off by 0.14 in $|g_\parallel|$ and by 0.06 in $|g_\perp|$, so here even the first decimal of $g_\parallel$ is not reliable.

**Repulsion beyond $t_{2g}$.** Repulsion also mixes $t_{2g}^5$ with configurations that contain $e_g$ electrons. That mixing is outside this model, and neither the theorem nor the finite-gap estimate includes it. It is not small. Take the full five-electron $d$ shell with $k=1$, $g_s=2$, $\zeta=400$ meV, a gap of 3000 meV and Racah parameters $C=4B$, $J=3B+C=300$ meV. The cubic doublet then has $|g|=2.15$, which the cubic formula reproduces only with an effective $k\approx1.11$. For $\Delta=+100$ meV the values are $|g_\parallel|=1.84$ and $|g_\perp|=2.29$, so $|g_\perp|$ now lies above the $t_{2g}$ value 2.22 rather than below it. The cubic value is 2.08 for $J=150$ meV and 2.21 for $J=450$ meV.

## Numbers as computed

```
spin-orbit constant zeta = 400 meV
repulsion parameters U = 2000 meV, J = 300 meV
repulsion energy of every t2g^5 state = 14000 meV
cubic: orbital share of moment = 0.6667
cubic: g with free-electron g_s = -2.00077
cubic: g with k = 0.8, g_s = 2: -1.7333
--- delta = 0 meV, delta/zeta = 0.00
R = 1.50000, cos2theta = -0.33333, sin2theta = 0.94281
theta = 54.736 degrees
xy weight of doublet = 0.3333
energy of odd electron = 400.00 meV
excitation from pure pair = 600.00 meV
excitation from mixed pair = 600.00 meV
g_par = -2.0000 (orbital -1.3333, spin -0.6667)
g_perp = -2.0000 (orbital -1.3333, spin -0.6667)
mean (g_par + 2 g_perp)/3 = -2.0000
splitting at 1 T, B along z = 0.11577 meV
splitting at 1 T, B along x = 0.11577 meV
--- delta = 100 meV, delta/zeta = 0.25
R = 1.43614, cos2theta = -0.17408, sin2theta = 0.98473
theta = 50.012 degrees
xy weight of doublet = 0.4130
energy of odd electron = 437.23 meV
excitation from pure pair = 637.23 meV
excitation from mixed pair = 574.46 meV
g_par = -1.5222 (orbital -1.1741, spin -0.3482)
g_perp = -2.2185 (orbital -1.3926, spin -0.8259)
mean (g_par + 2 g_perp)/3 = -1.9864
splitting at 1 T, B along z = 0.08811 meV
splitting at 1 T, B along x = 0.12842 meV
--- delta = -100 meV, delta/zeta = -0.25
R = 1.60078, cos2theta = -0.46852, sin2theta = 0.88345
theta = 58.969 degrees
xy weight of doublet = 0.2657
energy of odd electron = 370.16 meV
excitation from pure pair = 570.16 meV
excitation from mixed pair = 640.31 meV
g_par = -2.4056 (orbital -1.4685, spin -0.9370)
g_perp = -1.7809 (orbital -1.2494, spin -0.5315)
mean (g_par + 2 g_perp)/3 = -1.9891
splitting at 1 T, B along z = 0.13924 meV
splitting at 1 T, B along x = 0.10308 meV
--- g against delta/zeta (k = 1, g_s = 2)
delta/zeta = -5.0: g_par = -3.9055, g_perp = -0.3837
delta/zeta = -1.0: g_par = -3.1828, g_perp = -1.2425
delta/zeta = 0.0: g_par = -2.0000, g_perp = -2.0000
delta/zeta = 0.5: g_par = -1.0000, g_perp = -2.4142
delta/zeta = 1.0: g_par = 0.0000, g_perp = -2.6667
delta/zeta = 1.5: g_par = 0.7321, g_perp = -2.7321
delta/zeta = 5.0: g_par = 1.8620, g_perp = -2.3780
largest abs(g_perp) = 2.7321 at delta/zeta = 1.500
eg gap 3000 meV, delta = 100 meV: abs(g_par) = 1.6581, abs(g_perp) = 2.1595
```
